Photoionization of a hydrogenic donor with exact Coulomb final states

**Q:** You want the absorption cross section for lifting an electron from a donor into the conduction band. Before any wave function appears, what is the model, and where does the dielectric constant enter? I suspect it will be counted twice.

**A:** The model has one isotropic parabolic band of effective mass m = m_r m0, and a donor ion whose Coulomb attraction is screened by the static permittivity ε. The donor radius and binding energy are

a = (ε/m_r) a0,  R = ħ²/(2ma²).

With lengths in a and energies in R, the Hamiltonian is

H = −∇² − 2/r.

The 1s state is e^(−r)/√π with energy −1. A photon of energy ħω = uR leaves the electron with kinetic energy κ², so

u = 1 + κ²,  κ = ka,  η = 1/κ.

The light wave has amplitude E0 inside the crystal and is polarized along z. It is long compared with a, so the coupling is eE0 z cos ωt. Half the amplitude belongs to absorption, and the golden rule gives

W = (2π/ħ)(eE0/2)² |⟨f|z|i⟩|² ρ,

where ρ is the density of final states per unit energy. In a medium of refractive index n the intensity is nε0cE0²/2. The cross section is the absorbed power divided by the intensity:

σ = ħωW/(nε0cE0²/2) = πe²ω|⟨f|z|i⟩|²ρ/(nε0c).

Since e²/(ε0c) = 4παħ,

σ = 4π²(α/n) ħω |⟨f|z|i⟩|² ρ.

Here α is the vacuum fine-structure constant. Screening acts on the force between electron and ion, hence on a and R. The light couples to the full charge e, and the medium enters there through n. I take the field acting on this extended state to be the average field E0, so the local-field factor is 1.

In donor units |⟨f|z|i⟩|²ρ carries a factor a²/R. The oscillator strength is (2m/ħ²)ħω|⟨f|z|i⟩|², or u|⟨f|z|i⟩|² in these units, so

σ = 4π²(α/n) a² df/du,  df/du = u|⟨f|z|i⟩|²ρ.

**Q:** The final electron may leave in any direction. Which part of the Coulomb wave is needed?

**A:** Only the p wave. With z = r cos θ and cos θ Y00 = Y10/√3, the angular factor squared is 1/3. The radial function of the 1s state, multiplied by r, is 2r e^(−r). Hence

df/du = (u/3)D²,  D = ∫₀^∞ 2r² e^(−r) u_E(r) dr,

where u_E is the p-wave radial function, also multiplied by r, normalized per unit energy. It obeys

u_E'' = (2/r² − 2/r − κ²)u_E.

Put u_E ∝ r² e^(−iκr) w. Differentiating twice and cancelling the 2/r² and κ² terms leaves

r w'' + (4 − 2iκr)w' + (2 − 4iκ)w = 0.

In the variable x = 2iκr this becomes

x w_xx + (4 − x)w_x − b w = 0,  b = −(2 − 4iκ)/(2iκ) = 2 + iη.

The solution regular at r = 0 is the confluent series

M(b,4,x) = Σ_j (b)_j x^j/[(4)_j j!],  (b)_j = b(b+1)…(b+j−1).

I write F = C(κr)² e^(−iκr) M(2+iη,4,2iκr) and choose C so that F oscillates with unit amplitude at large r.

**Q:** Everything at threshold will depend on C. I would rather not take it from a table.

**A:** Use the integral

M(b,4,x) = 6/[Γ(b)Γ(4−b)] ∫₀¹ e^(xt) t^(b−1)(1−t)^(3−b) dt.

Expanding e^(xt) gives beta integrals Γ(b+j)Γ(4−b)/Γ(4+j), which reproduce the series. Here 4−b is the complex conjugate of b, so

e^(−iκr)M = 6/|Γ(2+iη)|² ∫₀¹ e^(iκr(2t−1)) t^(1+iη)(1−t)^(1−iη) dt.

Replacing t by 1−t turns the integral into its own conjugate, so F is real. At large r the rapid oscillation leaves the two end points. Near t = 0 the contribution is

e^(−iκr) Γ(2+iη)(−2iκr)^(−2−iη) = −e^(−iκr) Γ(2+iη) e^(−πη/2)(2κr)^(−2−iη).

The end t = 1 gives the conjugate. The sum oscillates with amplitude 2|Γ(2+iη)|e^(−πη/2)/(2κr)². Multiplying by 6/|Γ(2+iη)|² and by C(κr)² gives the amplitude of F:

3C e^(−πη/2)/|Γ(2+iη)| = 1.

With |Γ(2+iη)|² = (1+η²)πη/sinh πη, this yields

C² = e^(πη)|Γ(2+iη)|²/9 = [(1+η²)/9] · 2πη/(1 − e^(−2πη)).

For the energy normalization, two unit-amplitude waves have the overlap (π/2)δ(κ−κ'). The slowly varying logarithmic Coulomb phase does not change the delta function. Since δ(κ−κ') = 2κδ(κ²−κ'²), the overlap is πκ times an energy delta function. Therefore

u_E = F/√(πκ),

and ρ is then 1 in donor units.

**Q:** The dipole integral still contains an infinite series with complex arguments. Can it be summed without choosing a convenient branch?

**A:** Yes. Start with one power of r fewer and integrate term by term, using ∫r^(3+j)e^(−sr)dr = 6(4)_j/s^(4+j):

∫₀^∞ r³ e^(−sr) M(b,4,qr) dr = 6s^(−4) Σ_j (b)_j (q/s)^j/j! = 6s^(−4)(1−q/s)^(−b).

This is justified for Re s > |q|. Take q = 2iκ and s = λ+iκ. The integral converges for every λ > 0, because e^(−iκr)M stays bounded, and it is analytic there. So I may lower λ from large values to 1. On the way,

1−q/s = (λ−iκ)/(λ+iκ)

has modulus 1, and its phase runs continuously from 0 to −2 arctan κ. That fixes the branch.

The extra power of r comes from −d/ds at fixed q. It multiplies the result by (4−b)/s + b/(s−q). At λ = 1 we have s = 1+iκ and s−q = 1−iκ. The first factor becomes

s^(−4)(1−q/s)^(−2−iη) = u^(−2) e^(−2η arctan κ).

The bracket is

[(2−iη)(1−iκ) + (2+iη)(1+iκ)]/u = (4−2ηκ)/u = 2/u,

because ηκ = 1. Hence

∫₀^∞ r⁴ e^(−(1+iκ)r) M(2+iη,4,2iκr) dr = 12e^(−2η arctan κ)/u³.

**Q:** Then assemble it, keeping every power of κ in view.

**A:** The factor 2 from the 1s function, Cκ² from F and the normalization give

D = 24Cκ² e^(−2η arctan κ)/[u³√(πκ)],

df/du = (u/3)D² = 192C²κ³ e^(−4η arctan κ)/(πu⁵).

Since κ²(1+η²) = u and κη = 1,

C²κ³ = (2πu/9)/(1−e^(−2πη)).

The numerical factor is 192·2/9 = 128/3. Thus

df/du = (128/3)u^(−4) e^(−4η arctan κ)/(1−e^(−2πη)),

and, with arctan κ = arccot η,

σ = (512π²/3)(α/n)a² u^(−4) exp(−4η arccot η)/(1−exp(−2πη)).

As a test, the radial equation was integrated directly at κ = 0.3, 0.7, 1, 2, 5 and 20. The largest relative difference from this df/du was 6×10⁻⁷.

**Q:** At threshold the outgoing electron has no momentum, and a p wave should be kept away from the donor. Why does σ not vanish?

**A:** For a free p wave C² = 1/9, and its weight near the donor gives df/du a factor κ³. The attraction multiplies that weight by

9C² = (1+η²)·2πη/(1−e^(−2πη)) → 2π/κ³.

The two powers cancel. In the closed formula, arctan κ/κ → 1 and e^(−2πη) → 0, so

df/du → 128/(3e⁴) ≈ 0.7815,

σ_th = 512π²αa²/(3e⁴n).

The limit can also be taken in the wave function itself. As κ → 0, (b)_j(2iκr)^j → (−2r)^j and C²κ⁴/(πκ) → 2/9. Therefore

u_E → (√2/3)r² Σ_j (−2r)^j/[(4)_j j!] = √r J₃(√(8r)).

Integrating the series with 2r²e^(−r) uses (4+j)! = 24(4)_j(1+j/4):

D = 16√2 Σ_j (−2)^j(1+j/4)/j! = 16√2 e^(−2)(1−1/2) = 8√2 e^(−2).

Then D²/3 = 128/(3e⁴), the same value. Numerical quadrature of the Bessel form also gives 0.781467.

The initial fall follows from arctan κ/κ = 1−κ²/3+…. It gives

ln(df/du) = constant + 4κ²/3 − 4κ² + …,

while ln u = κ²+…, so the logarithmic slope d ln σ/d ln u starts at −8/3.

**Q:** A jump from nothing to a finite value still looks artificial. What lies just below threshold?

**A:** The lines 1s → np lie there, at u = 1−1/n_p², where n_p is the principal quantum number. Near the limit their spacing is 2/n_p³, so their strength per unit u is f n_p³/2. This tends to the continuum value at threshold. At n_p = 30, a direct calculation of the line strength agrees with 0.7815 within 1%. The absorption averaged over the lines thus runs smoothly into the continuum, and the edge is sharp only if the lines are left out.

The total strength is a further check. From [H,z] = −2∂_z,

Σf = ½⟨[z,[H,z]]⟩ = ½⟨[z,−2∂_z]⟩ = 1,

where the sum includes the continuum integral. The lines carry 0.565 and the integral of the formula above carries 0.435. The lines up to n_p = 30 were computed one by one; the small remainder uses the threshold value.

**Q:** Your formula has u^(−4) in front. Where is the inverse 7/2 power?

**A:** The quotient that multiplies u^(−4) is not constant: at high energy it grows as κ, that is, as √u. This growth does not mean that the attraction matters more there; its enhancement 9C² falls to 1. For small η, arctan κ = π/2−η+…, so

e^(−4η arctan κ) = 1−2πη+…,

1/(1−e^(−2πη)) = [1/(2πη)](1+πη+…).

Their product is (κ/2π)(1−πη+…). Since κ → √u,

df/du → [64/(3π)]u^(−7/2)(1−π/κ+…),

σ → (256π/3)(α/n)a² (R/ħω)^(7/2).

The correction falls only as 1/κ. At κ = 20, where the photon energy is 401R, the directly integrated cross section is still 0.859 of the tail law. The estimate 1−π/κ gives 0.843, and the difference is of the next order, 1/κ².

**Q:** At high energy the electron is nearly free. Why not use plane waves from the start and save all this work?

**A:** Plane waves can give the leading tail, but the answer depends on how the dipole element is written. For eigenstates of the same H, [H,z] = −2∂_z implies

u⟨f|z|i⟩ = −2⟨f|∂_z|i⟩.

The right side is the velocity form, with radial integral

D_V = (2/u)∫₀^∞ 2r e^(−r)u_E dr.

With Coulomb waves it equals D. The direct integrations above covered both forms, and the quoted error is the larger of the two. A plane wave is not an eigenstate of H, so the identity fails.

Its p wave is F = κr j₁(κr). Differentiating ∫r j₀(κr)e^(−λr)dr = 1/(λ²+κ²) with respect to κ gives

∫₀^∞ r² j₁(κr)e^(−λr) dr = 2κ/(λ²+κ²)².

At λ = 1 the velocity integral, before the factor 1/√(πκ), is 8κ²/u³. The length form needs one more derivative, −d/dλ, and gives 16κ²/u³. The length-form cross section is therefore four times the velocity-form one at every energy. The latter is

(df/du)_V = (u/3)(8κ²/u³)²/(πκ) = 64κ³/(3πu⁵).

It has the correct leading tail, but vanishes as κ³ at threshold. At u = 2 the Coulomb result is df/du = 0.115, against 0.212 for plane waves in velocity form and 0.849 in length form.

**Q:** What feature of the donor produces a power law rather than an exponential fall?

**A:** The cusp of e^(−r) at the ion. The velocity form with a plane wave samples the 1s state at momentum κ, which is proportional to (1/κ)∫g sin κr dr with g = r e^(−r). Repeated integration by parts gives

∫₀^∞ g sin κr dr = g(0)/κ − g''(0)/κ³ + … = 2/κ³ + ….

If the state were a decaying function of r², smooth at every r, g would be odd, all its even derivatives there would vanish, and no inverse power would appear in this integral. The cusp itself comes from the 1/r singularity of the attraction, which in the length form also acts through the final Coulomb wave. The tail thus tests the wave function close to the ion, where a screened Coulomb potential is least reliable for a real donor.

**Q:** Then put in numbers for silicon. How large is the cross section?

**A:** Take a phosphorus-like donor with rough parameters m_r = 0.30, ε = 11.7 and n = √11.7 = 3.42. The radius is

a = (11.7/0.30)a0 = 39a0 = 2.06 nm.

The binding energy is R = 29.8 meV, so the threshold wavelength is 41.6 μm. The threshold cross section is

σ_th = 4π² × (1/137)/3.42 × (2.06×10⁻⁷ cm)² × 0.781 = 2.8×10⁻¹⁵ cm².

For 10¹⁵ neutral donors per cm³, the absorption coefficient is

10¹⁵ cm⁻³ × 2.8×10⁻¹⁵ cm² = 2.8 cm⁻¹.

At twice the threshold energy, 59.6 meV, the cross section is down to 4.1×10⁻¹⁶ cm². With n = √ε, σ_th scales as a²/n, or ε^(3/2)/m_r². A light mass therefore raises the threshold value while lowering the threshold energy.

Two approximations made at the start are mild here. The photon wave number times a is 1.1×10⁻³ at threshold, which supports the dipole limit. The donor density times a³ is 9×10⁻⁶, so the donors are well separated on the scale of a. This protects the 1s state, not the high lines. An np orbit reaches out to about 2n_p²a, which equals the donor spacing of 100 nm near n_p = 5, so the long series of lines used above belongs to an isolated donor.

**Q:** Silicon has six ellipsoidal valleys, and phosphorus binds its electron by more than 30 meV. How much survives?

**A:** For the binding energy, the anisotropy is the smaller problem once a suitable single mass is chosen. With rough masses 0.19 and 0.92, an ellipsoidal exponential trial state gives a binding of 29.6 meV. The isotropic value, 29.8 meV, is close because the mass 0.30 suits the binding; another average of the masses would agree less well, and the agreement does not test σ. The sum rule contains the inverse mass, so for equally occupied valleys the total absorption, lines plus continuum, changes by

0.30 × (2/0.19 + 1/0.92)/3 = 1.16.

That is 16% more in total. It does not tell how the extra strength is shared between lines and continuum.

For the position of the threshold, the potential close to the ion matters more. The real binding is roughly 45 meV, which moves the threshold itself. To size the effect on σ, I replaced the ground state by the decaying Coulomb s wave of that energy, with effective quantum number

ν = √(29.8/45) = 0.814,

and kept the Coulomb p waves, a, n and the mass unchanged. The threshold value becomes 2.0×10⁻¹⁵ cm², about 30% below the hydrogenic threshold value. At a fixed photon energy of 60 meV the change is the other way: 1.1×10⁻¹⁵ cm² against 4.1×10⁻¹⁶ cm², a factor of 2.7. These are model estimates, not measured cross sections. Judged by this estimate, the hydrogenic formula gives the order of magnitude near threshold for phosphorus in silicon, but not the threshold position or the value at a given photon energy.

**Q:** And at what temperature may I multiply σ by the full donor density?

**A:** At 10 K, for 10¹⁵ uncompensated donors per cm³ bound by 45 meV, the fraction in the neutral ground state is 1.00 to the digits that matter. At 77 K it is about 0.20. Most donors, about 64%, are then ionized, and about 16% occupy the five upper valley-orbit states, taken at a rough 12 meV above the ground state. This balance leaves out the states with principal quantum number 2 and higher, which would lower all three shares somewhat. The contribution of ground-state donors to the absorption drops by the same factor of five, if σ is held fixed. Absorption by the upper states and by free electrons would have to be added separately.

**Q:** Could an infrared spectrum of this donor show the 7/2 law?

**A:** Not in the regime where this model describes silicon. The isotropic formula comes within 10% of its tail only above 25.5 eV, while the band gap is roughly 1.1 eV. The single-valley picture ends sooner. Along the valley axis the zone boundary lies about 1.74 nm⁻¹ from the minimum, a parabolic kinetic energy of 125 meV for the longitudinal mass. Adding the 30 meV binding gives a photon energy of about 155 meV. There the formula has slope −3.03, and σ is a third of what the tail law would give.

Over the usable range the slope of the hydrogenic formula thus runs from −8/3 at threshold to about −3. Phosphorus need not follow it: the central-cell estimate above falls from 2.0×10⁻¹⁵ cm² at 45 meV to 1.1×10⁻¹⁵ cm² at 60 meV, a mean slope of only about −2. A fitted exponent would therefore reflect the central-cell potential as well as the Coulomb tail. The 7/2 power is the correct limit of the Coulomb problem, but here it lies outside the range of the effective-mass donor. The numerical output below lists most of the values used in these estimates.

Computed values

```
largest relative error, radial equation: 6.0e-07
threshold df/du, formula: 0.781467
threshold df/du, Bessel integral: 0.781467
integrated / tail law at k=20: 0.8586
1 - pi/k at k=20: 0.8429
bound-line strength: 0.56500
continuum strength: 0.43500
total strength: 1.00000
df/du at u=2, Coulomb wave: 0.11545
df/du at u=2, plane wave, length: 0.84883
df/du at u=2, plane wave, velocity: 0.21221
input mass: 0.30 m0; permittivity: 11.7
input donor density: 1.0e+15 cm^-3
refractive index: 3.421
donor radius: 2.064 nm
binding energy: 29.82 meV
threshold wavelength: 41.58 um
threshold cross section: 2.803e-15 cm^2
threshold absorption: 2.803 cm^-1
u=1.5: 44.73 meV, 9.300e-16 cm^2, slope -2.776
u=2.0: 59.63 meV, 4.142e-16 cm^2, slope -2.847
u=3.0: 89.45 meV, 1.282e-16 cm^2, slope -2.934
u=5.0: 149.09 meV, 2.796e-17 cm^2, slope -3.027
slope near threshold (u=1.0005): -2.667
input masses: transverse 0.19, longitudinal 0.92 m0
anisotropic variational binding: 29.61 meV
anisotropic/isotropic total absorption: 1.161
input rough real binding: 45 meV
effective quantum number: 0.8140
central-cell threshold cross section: 1.990e-15 cm^2
central-cell cross section at 60 meV: 1.114e-15 cm^2
hydrogenic cross section at 60 meV: 4.070e-16 cm^2
input rough valley-orbit gap: 12 meV
ground-state fraction at 10 K: 1.0000
ground-state fraction at 77 K: 0.2000
photon wave number times radius: 1.07e-03
donor density times radius cubed: 8.79e-06
valley minimum to zone boundary: 1.736 nm^-1
kinetic energy there (parabolic): 124.8 meV
photon energy there: 154.6 meV
slope there: -3.033
formula / tail law there: 0.326
tail law within 10% above: 25.5 eV
input rough band gap: 1.1 eV
```
